# Tracing Transistor Snapback by Pseudo-Arclength Continuation

A simulated drain sweep has stopped converging just as the current begins to climb. One can halve the voltage step again, or stop prescribing the voltage and treat it as another unknown. The choice depends on whether the next solution is merely hard to reach or absent from the neighbourhood. At a snapback turning point it is absent, and no reduction of a forward voltage step restores it.

## A curve small enough to work by hand

Take one internal unknown $x$ and a dimensionless voltage $V$, related by

$$F(x,V)=V-3x+x^3=0 .$$

The curve $V=3x-x^3$ rises from $x=0$, reaches $V=2$ at $x=1$, and then comes back. Voltage stepping holds $V$ fixed and corrects $x$ by $\Delta x=-F/F_x$, with $F_x=3x^2-3$. This derivative vanishes at the turning point.

To see what happens nearby, put $x=1+\xi$. Since $x^3=1+3\xi+3\xi^2+\xi^3$, the linear terms cancel:

$$F=(V-2)+3\xi^2+\xi^3 .$$

Below the fold, the leading balance is $\xi\simeq-\sqrt{(2-V)/3}$ on the rising branch. There $F_x\simeq6\xi$, so $|F_x|\simeq2\sqrt{3(2-V)}$: the Jacobian goes to zero as the square root of the remaining voltage. Above the fold, $V-2>0$ and $\xi^2(3+\xi)\ge0$ for $\xi\ge-3$, so there is no root in that range. The remaining root has $x<-2$, on a different part of the curve.

Now let both variables move. Differentiating $F=0$ along the curve gives $F_xt_x+F_Vt_V=0$, where $F_V=1$. At $x=\sqrt3/2=0.8660$, $V=1.9486$, we have $F_x=-3/4$, so $t_V=\tfrac34t_x$ and the unit tangent is $(t_x,t_V)=(0.8,0.6)$. A step $\Delta s=0.2$ predicts

$$(x,V)=(0.8660+0.16,\;1.9486+0.12)=(1.0260,\;2.0686).$$

The predicted voltage lies above the fold, where voltage stepping would find nothing nearby. We instead seek a point on the curve in the line through the prediction perpendicular to the tangent. The corrections obey

$$F_x\Delta x+\Delta V=-F,\qquad 0.8\,\Delta x+0.6\,\Delta V=0 .$$

The second equation gives $\Delta V=-\tfrac43\Delta x$. At the prediction $F=0.0706$ and $F_x=0.1582$, hence

$$\Delta x=\frac{0.0706}{1.3333-0.1582}=0.0601,\qquad \Delta V=-0.0801 .$$

The new point is $(1.0861,1.9884)$. Two more corrections lead to $(1.1013,1.9682)$, which is past the fold and on the descending branch.

The step still has to be moderate. With $\Delta s=0.4$ the prediction has $F=0.2988$ and $F_x=1.2200$, and the first correction is $\Delta x=0.2988/(1.3333-1.2200)=2.64$, far larger than the step itself. No nearby solution exists for this step, because the perpendicular line misses this part of the curve: for $x>0$, no point of the curve lies further than 0.221 along the tangent. The remedy is to shorten the arclength step, which works because the curve itself continues through the fold.

## Why the general method works

Let $x$ contain $n$ internal potentials and let $F(x,V)=0$ be $n$ smooth equations. Assume that the $n\times(n+1)$ matrix $[F_x\;F_V]$ has rank $n$. The implicit function theorem then gives a smooth local curve, whose unit tangent $t=(t_x,t_V)$ satisfies

$$F_xt_x+F_Vt_V=0. \tag{1}$$

If $t_V=0$, then $t_x\ne0$ and $F_xt_x=0$, so $F_x$ is singular. Conversely, suppose $F_x$ is singular. Full rank requires $F_V$ to supply a direction missing from the range of $F_x$. Equation (1) can then hold only if $t_V=0$. Thus, on a regular curve, a singular voltage-driven Jacobian and a vertical tangent are the same condition.

A turning point also needs $t_V$ to change sign; otherwise the curve has a vertical inflection. If the rank condition fails, the point may be a branch point, and this argument does not apply.

Add the tangent as a last row:

$$G=\begin{pmatrix}F_x&F_V\\t_x^T&t_V\end{pmatrix}.$$

If $Gw=0$, the upper rows make $w$ a multiple of $t$, because their null space is one-dimensional. The last row makes $w$ perpendicular to $t$. Hence $w=0$ and $G$ is regular, even at the fold. Since $Gt=(0,\ldots,0,1)^T$, Cramer's rule for the last component gives

$$t_V=\frac{\det F_x}{\det G}. \tag{2}$$

Let $s$ be arclength measured from a fold at $V_f$, with $V''=d^2V/ds^2\neq0$ there. Then

$$V-V_f\simeq\tfrac12V''s^2,\qquad t_V\simeq V''s .$$

By (2), $\det F_x$ is proportional to $s$. Its magnitude is the product of the singular values of $F_x$, and only one of them vanishes, because full rank allows a single null direction. That smallest value therefore obeys

$$\sigma_{\min}\propto|s|\propto|V-V_f|^{1/2}. \tag{3}$$

Voltage stepping need not land on the singular point. Its matrix degenerates on approach, and beyond $V_f$ the local curve has no solution.

The algorithm, for suitably scaled variables $z=(x,V)$, is:

1. From a solution $z_0$ with unit tangent $t$, predict $z=z_0+\Delta s\,t$.
2. Correct by Newton's method on $F(z)=0$ and $t\cdot(z-z_0)-\Delta s=0$.
3. Find the new tangent from (1), choosing its sign so that its product with the old tangent is positive.
4. If the correction fails or the tangent turns too far, reduce $\Delta s$ and repeat.
5. If $t_V$ changes sign, locate the fold by solving $t_V=0$ for a step length between zero and $\Delta s$.

Scaling changes the meaning of arclength and the efficiency of the steps. It does not move the folds, because multiplying $V$ by a positive constant cannot change where its tangent component is zero.

## A transistor with two internal potentials

Consider an n-channel transistor with grounded source and fixed gate. The terminal voltage $V$ reaches the internal drain $v_d$ through $R_D$, and the body potential $v_b$ is tied to ground through $R_B$. Everything is in steady state.

**Channel current.** Let the gate overdrive be $V_o=V_{o0}+\eta v_b$, a linearized body effect. Up to a field $E_c=2v_{sat}/\mu$, take the carrier speed as $\mu E/(1+E/E_c)$, which equals $v_{sat}$ at $E_c$. Integrating the current along a channel of length $L$ with voltage drop $v$, and matching it to saturated flow at the end, gives

$$\frac{\mu(V_o-v/2)v}{L+v/E_c}=v_{sat}(V_o-v).$$

Multiply by $E_c(L+v/E_c)/v_{sat}$ and use $\mu E_c/v_{sat}=2$:

$$2V_ov-v^2=(V_o-v)(E_cL+v)=V_oE_cL+V_ov-vE_cL-v^2 .$$

Cancelling $-v^2$ and collecting $v$ yields

$$V_{dsat}=\frac{V_oE_cL}{V_o+E_cL},\qquad I_{ch}=K(V_o-V_{dsat})=\frac{KV_o^2}{V_o+E_cL},$$

where $K=WC_{ox}v_{sat}$, $W$ is the width and $C_{ox}$ the oxide capacitance per area.

**Avalanche.** Beyond the saturation point let $E=E_ce^{y/\ell}$. Integrating this field gives $v_d-V_{dsat}=\ell(E_m-E_c)$, with $E_m$ the peak. Carrier heating lags behind the field: $\lambda\,dE_e/dy=E-E_e$. After the entry transient, $E_e=E/(1+\lambda/\ell)$. With electron ionization coefficient $a\,e^{-b/E_e}$, substitute $r=b/E_e$, so that $dy=-\ell\,dr/r$:

$$k=\int a\,e^{-b/E_e}dy\simeq a\ell\int_{r_m}^{\infty}\frac{e^{-r}}r\,dr=a\ell\,E_1(r_m),\quad r_m=\frac{b(1+\lambda/\ell)}{E_m}.$$

The true upper limit is about 51 here, so replacing it by infinity is harmless. If only electrons ionize, $dI_n/dy=a\,e^{-b/E_e}I_n$, and the multiplication factor is $M=e^k$. For a drop of 6.5 V the formula gives $k=0.0986$; integrating the lag equation with its transient gives 0.0990, a difference of 0.4% relative to the latter.

**Parasitic bipolar transistor.** Source, body and drain act as emitter, base and collector. With body doping $N$ and injected density $n$ at the source edge, quasi-neutrality gives $n(n+N)=n_i^2(e^{v_b/\phi_T}-1)$, where $\phi_T$ is the thermal voltage. Define $X=n(n+N)/N^2$. We keep only the diffusion current; the base field that arises at high injection, neglected here, would raise $I_C$ by up to a factor of two. Solving the quadratic and letting $n$ fall linearly to zero across the base,

$$I_C=I_K\frac nN=I_K\frac{\sqrt{1+4X}-1}{2},\qquad I_K=\frac{qA_eDN}{L},$$

with $A_e$ the emitter area and $D$ the diffusion constant. The base current is $I_B=I_KX/\beta$. Because $X=(n/N)(1+n/N)$,

$$I_B=\frac{I_C}{\beta}\left(1+\frac{I_C}{I_K}\right), \tag{4}$$

so the current gain falls under high injection.

**Current balances.** The electron current entering the avalanche zone is $S=I_{ch}+I_C$. It leaves as $MS$, and the generated hole current is $(M-1)S$. Therefore

$$F_1=\frac{V-v_d}{R_D}-MS=0,\qquad F_2=(M-1)S-I_B-\frac{v_b}{R_B}=0. \tag{5}$$

Write $M_d=\partial M/\partial v_d$, $M_b=\partial M/\partial v_b$, $S'=dS/dv_b$ and $g=dI_B/dv_b+1/R_B$. Then

$$F_x=\begin{pmatrix}-1/R_D-M_dS&-M_bS-MS'\\M_dS&M_bS+(M-1)S'-g\end{pmatrix},\quad F_V=\begin{pmatrix}1/R_D\\0\end{pmatrix}.$$

Since $M_dS>0$, the first column of $F_x$ and $F_V$ are independent, so the rank condition holds. In the determinant the two products $M_dM_bS^2$ cancel, leaving

$$\det F_x=-\frac{M_bS+(M-1)S'-g}{R_D}+M_dS(S'+g).$$

Setting this to zero and multiplying by $R_D$ gives the fold condition

$$(M-1)S'+M_bS=g+R_DM_dS(S'+g). \tag{6}$$

The left side is the extra hole current produced by a small rise of $v_b$ at fixed $v_d$. The term $g$ is the extra hole loss. The last term is the generation lost because the added current lowers $v_d$ through $R_D$. At a fold, feedback and loss balance.

## Crossing the trigger point

The example has a 50 µm wide, 1 µm long channel, a 15 nm oxide, $V_{o0}=0.60$ V, $R_D=20\ \Omega$, $R_B=3.0\ \mathrm{k}\Omega$, $\beta=100$, $\ell=100$ nm and $\lambda=65$ nm, at 300 K. The remaining inputs stand in the numerical output.

At the trigger, $v_b=0.7646$ V, $I_{ch}=1.6200$ mA, $I_C=0.0315$ mA and $I_B=0.0003$ mA. The body balance requires

$$M-1=\frac{0.7646/3.0+0.0003}{1.6200+0.0315}=0.1545 .$$

The drain current is $1.1545\times1.6515=1.907$ mA. Adding its 0.038 V drop in $R_D$ to $v_d=8.017$ V gives $V=8.055$ V.

At the holding point, $S=1.8289+2.0534=3.8823$ mA and $v_b=0.9139$ V. By (4), $I_B=(2.0534/100)(1+2.0534/0.4807)=0.108$ mA, so

$$M-1=\frac{0.9139/3.0+0.108}{3.8823}=0.106 .$$

The current is 4.295 mA and the terminal voltage 7.430 V, a snapback of 0.625 V. The bipolar current has raised $S$ faster than the hole loss, so less multiplication suffices. At still higher current, (4) makes $I_B/I_C$ grow and the required multiplication rises again. This mechanism operates even without $R_D$.

This small model allows a check without continuation. Choose $v_b$, obtain $M$ from $F_2=0$, then $v_d$ and $V$. The maximum and minimum of $V(v_b)$ agree with the continuation folds to the printed microvolt.

For the continuation, $v_b$ was measured in units of 0.1 V and the other potentials in units of 1 V. Just before the trigger the point was $(v_d,v_b,V)=(8.01691,0.76308,8.05496)$ V, with scaled tangent $(0.00100,0.99998,0.00660)$. A step of 0.2 predicts $v_b=0.76308+0.1\times0.2\times0.99998=0.78308$ V and $V=8.05496+0.2\times0.00660=8.05628$ V, slightly above the fold. Two corrections bring the point to $(8.00683,0.78309,8.04619)$ V, on the returning branch.

Voltage sweeps behave differently. Steps began at 0.05 V, were halved after each failure, and jumps of more than 0.05 V in $v_b$ were refused. The upward sweep stalled at 8.055 V and the downward sweep at 7.430 V, the two folds. From the upper stall, plain Newton at a voltage 0.05 V higher failed to converge, although the high-current branch has a solution there.

Reducing the distance below the trigger from $10^{-4}$ to $10^{-6}$ V lowers $\sigma_{\min}$ from 0.01133 to 0.00116 mA/V. The exponent is 0.496, close to the limiting value 1/2 in (3). At the trigger itself $\sigma_{\min}$ is zero to rounding, while the bordered matrix, with its upper rows in mA/V and its tangent row dimensionless, has smallest singular value 0.087.

## What the middle branch means

Give the two nodes positive capacitances $C_d$ and $C_b$, so that $C_d\dot v_d=F_1$ and $C_b\dot v_b=F_2$. The product of the two linear growth rates is $\det F_x/(C_dC_b)$. Between the folds the determinant is negative, so one rate is positive and the state is unstable under voltage drive. Continuation finds steady states whether or not they are stable.

Fixing the current also removes the singularity here. From (5), $I=S+I_B+v_b/R_B$, and every term rises with $v_b$, so each current selects one state. Arclength does not require knowing such a monotonic quantity in advance.

A large series resistance removes the folds altogether. The internal relation $v_d(I)$ does not depend on $R_D$, and $dV/dI=dv_d/dI+R_D$. Between the two points found above, $v_d$ falls by 0.673 V while $I$ rises by 2.389 mA, an average slope of $-282\ \Omega$. The steepest slope is at least that large in magnitude, so $R_D$ must exceed 282 Ω before the folds can vanish. This is a necessary value, not a sufficient one.

## How far to trust the voltages

The dimensions and doping are rough values for an older, long-channel silicon technology. A gain of 100 is on the high side for a parasitic bipolar transistor, and $R_B$ depends strongly on layout. The field length $\ell=100$ nm is below the common estimates for this oxide and junction depth, about 116 to 138 nm, which would raise the trigger to between 8.4 and 8.9 V. The fold voltages belong to this compact model and are not predictions for a product.

Of the changes tried here, removing the heating lag moves them most: setting $\lambda=0$, with all else fixed, lowers the trigger from 8.06 to 5.04 V. Among the omitted effects that were sized, the largest is the shortening of channel and base by the high-field zone, which real devices do show. Including it lowers the trigger to 7.49 V and the holding voltage to 6.91 V. Hole ionization lowers the trigger by 0.03 V. At 350 K, changing only the junction and ionization parameters, the trigger rises to 8.34 V. Estimated self-heating is 5 K at the trigger and 10 K at holding.

At holding, mobile charge in the drain region is about 22% of the body doping, so the assumed field shape is already strained. The linear body effect is strained too: at holding, $v_b$ exceeds the surface bending of about 0.83 V, where the depletion formula behind $\eta$ no longer applies. At the trigger, the usual square-root law would already lower the voltage by about 0.4 V. The channel formula also leaves out the growth of depletion charge along the channel. Including it replaces $E_cL$ by $(1+\eta)E_cL$ in the denominators of $V_{dsat}$ and $I_{ch}$, cuts $I_{ch}$ by about a quarter and raises the trigger to 8.50 V, while holding stays near 7.44 V. The neglected base field hardly moves the trigger but would lower the holding voltage by about 0.5 V. The plane-junction breakdown is 14.7 V with the ionization coefficients used here, extrapolated to a peak field of 0.70 MV/cm beyond the roughly 0.6 MV/cm to which they were fitted, and about 11 V by the usual empirical rule for silicon. Both lie above the trigger, but junction curvature lowers them: for a radius of 0.3 µm, the junction depth assumed here, the two estimates become about 12 V and 7 V. The second is below the trigger, so earlier breakdown of the drain junction cannot be excluded for these dimensions. The tunnelling estimates are negligible beside the drain current.

With the gate off, the seed current $S$ is small until the bipolar transistor turns on, and the body balance then demands a much larger $M$: about 10 at $v_b=0.76$ V, against 1.15 with the gate on. There hole ionization feeds back strongly and $M=e^k$ is no longer adequate; near holding the required $M$ is again only about 1.2. The continuation equations still apply to the improved device model, provided its solution curve satisfies the rank condition.

## Values computed for the example and the checks

```
W 50 um, L 1.0 um, oxide 15 nm, junction depth 0.3 um
N 1.0e+17 cm^-3, ni 1.0e+10 cm^-3, D 20 cm2/s, T 300 K
mobility 400 cm2/Vs, vsat 8.0e+06 cm/s, Ec 0.040 MV/cm
overdrive 0.60 V, threshold 0.70 V, gain 100
RD 20 Ohm, RB 3.0 kOhm, l 100 nm, lag 65 nm
ionization A 7.030e+05 /cm, B 1.231 MV/cm
eta 0.4335, K 9.2084 mA/V, IK 0.4807 mA, VT 0.02585 V
integral at 6.5 V drop: formula 0.09855, ODE 0.09897
trigger: V 8.055007 V, I 1.9068 mA
  vd 8.01687 V, vb 0.76460 V, Vdsat 0.7555 V
  Ich 1.6200, IC 0.0315, IB 0.0003 mA
  M 1.15452, peak field 0.7661 MV/cm
holding: V 7.429987 V, I 4.2953 mA
  vd 7.34408 V, vb 0.91389 V, Vdsat 0.7975 V
  Ich 1.8289, IC 2.0534, IB 0.1083 mA
  M 1.10635, peak field 0.6947 MV/cm
snapback depth 0.6250 V
fold V, independent road: 8.055007 V, 7.429987 V
continuation points 82, most corrections 3
curve samples: V (V), I (mA), vb (V), det Fx (mA2/V2)
  3.0000, 0.7227, 0.00158, 16.657
  4.0128, 0.7382, 0.01337, 16.493
  5.3602, 0.8158, 0.07173, 15.525
  6.4737, 0.9839, 0.19347, 13.622
  7.2437, 1.2278, 0.36070, 11.459
  7.7387, 1.5179, 0.54796, 9.556
  8.0465, 1.8528, 0.74310, 4.342
  7.4503, 3.7916, 0.90257, -35.222
  8.2802, 10.0243, 0.97188, 1054.324
step over trigger: ds 0.20000 (scaled), vb scale 0.1 V
  old vd,vb,V (V): 8.01691, 0.76308, 8.05496
  scaled tangent: 0.00100, 0.99998, 0.00660
  new vd,vb,V (V): 8.00683, 0.78309, 8.04619
  max residual (mixed): 1.1e-02, 1.9e-06, 3.8e-12
trigger min singular values: Fx 9.8e-16 mA/V, bordered 0.0873, current drive 0.0870
holding min singular values: Fx 5.6e-15 mA/V, bordered 0.1900, current drive 0.1643
voltage sweep stalls: up 8.055007 V, down 7.429987 V
Newton 0.05 V past trigger: no convergence
  1e-02 V below trigger: min singular value 0.091875 mA/V
  1e-04 V below trigger: min singular value 0.011332 mA/V
  1e-06 V below trigger: min singular value 0.001155 mA/V
singular-value exponent 0.4959
no heating lag: trigger 5.037 V, holding 4.693 V
hole ionization: trigger 8.022 V, holding 7.414 V
shortened channel/base: trigger 7.488 V, holding 6.913 V
350 K: trigger 8.343 V, holding 7.744 V
self-heating: trigger 4.76 K, holding 9.88 K
holding: drain mobile charge/doping 0.223, source-edge n/Nc 0.0153
plane-junction breakdown 14.71 V
band tunnelling bound at trigger 3.6e-10 mA
oxide field 4.50 MV/cm, tunnel current 1.8e-20 mA
```
